\section*{Loss of the Homogeneous Barrier in a Tilted Double Well}

\section{Problem}

A memory material has an insulating and a conducting structure. Let $c$ measure the local progress of the conversion, with $c=0$ in the insulating state, $c=1$ in the conducting state and $0\le c\le1$. In a mean-field model the free-energy density of a uniform state is
\begin{equation}
f(c)=W c^2(1-c)^2-g\,h(c),\qquad h(c)=c^2(3-2c),
\label{f}
\end{equation}
with $W>0$. The variable $c$ is not conserved: it describes structure, not the concentration of a species. If its spatial average were fixed, a uniform change from 0 to 1 would be forbidden.

Since $h(0)=0$ and $h(1)=1$, we have $f(1)-f(0)=-g$. Thus $g$ is the free energy gained per unit volume on full conversion.

\begin{enumerate}
\item[(a)] At what $g>0$ does the insulating state lose its barrier to homogeneous conversion? Decide also what happens at the limiting value itself.
\item[(b)] Find the barrier below the limit. How does the limit change if the tilt is $-gc$ instead of $-gh(c)$?
\item[(c)] A phase-change memory plug, 20 nm thick and 20 nm in diameter, has $W=3$ eV/nm$^3$ and $g=g_0=0.6$ eV/nm$^3$ at 450 K. Which electric field would remove the barrier, if the relative permittivity rises from 15 to 35 on conversion?
\item[(d)] Allow $c$ to vary in space at a cost $(\kappa/2)|\nabla c|^2$ per unit volume, with $\kappa=0.96$ eV/nm. Does the plug in (c) have an easier path than uniform conversion?
\end{enumerate}

\section{First estimate by scaling}

The only energy density in the untilted well is $W$, so the limiting $g$ must be a pure number times $W$. To estimate the number, keep the top of the barrier where it is at $g=0$, at $c=1/2$ by symmetry. There the double well has height $W/16$, and $h(1/2)=\tfrac14\cdot2=\tfrac12$. The estimated barrier is therefore
\begin{equation}
B_{\rm est}=\frac{W}{16}-\frac g2 ,
\label{est}
\end{equation}
which vanishes at $g=W/8$, or 0.375 eV/nm$^3$ for the plug. By this estimate the plug, with $g_0=0.6$ eV/nm$^3$, would already have no barrier.

The estimate errs in a known direction. The true barrier is the maximum of $f$ along the path, which cannot be lower than $f(1/2)$. So $W/8$ is a lower bound on the limit.

\section{Exact solution}

\subsection{The limit}

Differentiate the two parts of (\ref{f}) separately:
\begin{align}
\frac{d}{dc}\,c^2(1-c)^2&=2c(1-c)^2-2c^2(1-c)=2c(1-c)(1-2c),\\
h'(c)&=6c-6c^2=6c(1-c).
\end{align}
Both contain the factor $c(1-c)$, so the tilt leaves the stationary points at $c=0$ and $c=1$ in place. Together,
\begin{equation}
f'(c)=2c(1-c)\left[W(1-2c)-3g\right].
\label{slope}
\end{equation}
The bracket vanishes at a third stationary point,
\begin{equation}
c^*=\frac{1-u}{2},\qquad u=\frac{3g}{W}.
\label{cstar}
\end{equation}

For $0\le g<W/3$ this point lies inside the interval. The slope is positive for $0<c<c^*$ and negative for $c^*<c<1$, so $c^*$ is a maximum, and the insulating state is a local minimum behind a barrier. As $g$ grows, the maximum moves towards $c=0$ and reaches it when $u=1$:
\begin{equation}
g_c=\frac W3 .
\label{limit}
\end{equation}
The curvature at the insulating state agrees. Near $c=0$, (\ref{slope}) becomes $f'\simeq2c(W-3g)$, so $f''(0)=2W-6g$, which vanishes at the same $g$.

A vanishing second derivative alone does not decide the marginal case. Setting $3g=W$ in (\ref{slope}) does:
\begin{equation}
f'(c)=-4Wc^2(1-c)<0\qquad(0<c<1).
\end{equation}
The free energy falls all the way from $c=0$ to $c=1$. For larger $g$ the bracket in (\ref{slope}) is more negative still, and the same conclusion holds.

The point $c=0$ remains stationary even beyond the limit, so a seed is needed. Let the state relax as $\dot c=-\Gamma f'(c)$ with $\Gamma>0$, starting from $c=0.01$. At $g=0.32W$ the barrier top is at $c^*=(1-0.96)/2=0.02$, above the seed, and the numerical solution returns to $c=0$. At $g=W/3$ and at $g=0.34W$ it goes to $c=1$.

The reverse conversion follows from the same slope. Near $c=1$, $f'\simeq-2(1-c)(W+3g)$, hence $f''(1)=2W+6g$. The conducting state loses its barrier at $g=-W/3$. Between $-W/3$ and $W/3$ both states are local minima. A uniform sample that always keeps a small seed $c_0$ switches when $c^*$ reaches it, at $g=W(1-2c_0)/3$, and so shows hysteresis over nearly that range. Without noise the seed is not kept. For small $c$, $\dot c=-\Gamma(2W-6g)c$, so in a slow sweep at constant rate from $g_s<W/3$ the seed first decays and regains its size only at $g=2W/3-g_s$. A sweep that starts at $g=0$ switches near $2W/3$.

\subsection{The barrier and the role of the tilt}

Insert $c^*$ into (\ref{f}), using $g=uW/3$, $1-c^*=(1+u)/2$ and $3-2c^*=2+u$:
\begin{align}
B&=f(c^*)-f(0)
=W\frac{(1-u)^2}{4}\left[\frac{(1+u)^2}{4}-\frac{u(2+u)}{3}\right]\nonumber\\
&=W\frac{(1-u)^2}{4}\,\frac{3+6u+3u^2-8u-4u^2}{12}\nonumber\\
&=W\frac{(1-u)^2}{48}\,(3-2u-u^2)
=\frac{W}{48}(1-u)^3(3+u).
\label{barrier}
\end{align}
The last step uses $3-2u-u^2=(1-u)(3+u)$. At $u=0$ this gives $W/16$. Near the limit $3+u\to4$ and $B\to W(1-u)^3/12$: the barrier becomes very small well before it vanishes.

Now replace $-gh(c)$ by $-gc$. The stationary points satisfy $2Wc(1-c)(1-2c)=g$. With $s=1-2c$ we have $c(1-c)=(1-s^2)/4$, so the condition reads
\begin{equation}
\frac W2\,s(1-s^2)=g .
\end{equation}
The insulating minimum and the barrier top merge when $g$ equals the maximum of the left side. Its derivative vanishes at $s=1/\sqrt3$, which gives
\begin{equation}
g_c^{\rm lin}=\frac W2\,\frac1{\sqrt3}\,\frac23=\frac{W}{3\sqrt3}.
\end{equation}
For $W=3$ eV/nm$^3$ this is 0.577 eV/nm$^3$ instead of 1. The linear tilt also moves the insulating well to $c>0$, so its $g$ is no longer the energy difference between the two minima. The number $1/3$ in (\ref{limit}) thus belongs to the chosen $h(c)$ and is not a property of double wells in general.

\subsection{The field needed in the plug}

For the plug, $g_c=1.00$ eV/nm$^3$, or 0.00100 eV/\AA$^3$. The chemical driving energy leaves a deficit of $1.00-0.60=0.40$ eV/nm$^3$.

Take a uniform layer of thickness $d$ and area $A$ between electrodes held at voltage $V$. Including the battery, its energy at charge $Q$ is $Q^2/(2C)-QV$. The minimum is at $Q=CV$ and equals $-CV^2/2$. In atomic units $C=\varepsilon A/(4\pi d)$ and $V=Ed$, with $\varepsilon$ the relative permittivity. Division by the volume $Ad$ gives $-\varepsilon E^2/(8\pi)$.

Assume that the permittivity follows the same interpolation as the tilt, $\varepsilon(c)=\varepsilon_i+\Delta\varepsilon\,h(c)$. The field then adds to $g$:
\begin{equation}
g=g_0+\frac{\Delta\varepsilon E^2}{8\pi},\qquad
E_c=\sqrt{\frac{8\pi\,(W/3-g_0)}{\Delta\varepsilon}} .
\label{field}
\end{equation}
With $\Delta\varepsilon=20$, a field of 0.5 MV/cm adds 0.00138 eV/nm$^3$. The gain is quadratic in the field, so
\begin{equation}
E_c=0.5\sqrt{\frac{0.400}{0.00138}}\ \text{MV/cm}\simeq8.5\ \text{MV/cm}.
\end{equation}
Across 20 nm this is 17 V. Equation (\ref{field}) counts polarization energy and leaves out steady current and the heat it produces; it treats the material as a dielectric, which the conducting state is not. The value also depends on the assumed interpolation. If $\varepsilon$ is linear in $c$, the field adds a linear tilt, and the barrier vanishes when that tilt equals the largest slope of $f$ at $g_0$, 0.108 eV/nm$^3$. This needs only 4.4 MV/cm.

\subsection{Conversion that is not uniform}

First consider a small ripple $c=a\cos kx$ about the insulating state, treating $c$ as free to take either sign. To second order in $a$, its mean energy density is
\begin{equation}
\frac12f''(0)\frac{a^2}{2}+\frac\kappa2k^2\frac{a^2}{2}
=\frac{a^2}{4}\left(2W-6g+\kappa k^2\right).
\end{equation}
The uniform mode, $k=0$, is the first to become unstable. This concerns small deviations. A large local deviation, a nucleus, can cross to the conducting state while $c=0$ is still a local minimum.

A nucleus needs a wall. For a flat wall at $g=0$ the energy is stationary when $\kappa c''=f'(c)$. Multiplying by $c'$ and integrating from the insulating side, where $c'$ and $f$ vanish, gives $\kappa c'^2/2=f=Wc^2(1-c)^2$. Hence
\begin{equation}
c'=\frac{c(1-c)}{\ell},\qquad \ell=\sqrt{\frac{\kappa}{2W}} .
\end{equation}
The two parts of the wall energy are equal, so its energy per area is
\begin{equation}
\sigma=\int\kappa c'^2\,dx=\frac\kappa\ell\int_0^1c(1-c)\,dc
=\frac{\kappa}{6\ell}=\frac{W\ell}{3},
\end{equation}
where the last step uses $\kappa=2W\ell^2$. Here $\ell=\sqrt{0.96/6}=0.40$ nm and $\sigma=0.40$ eV/nm$^2$.

If the wall is thin compared with the radius $R$ of a conducting sphere, the sphere costs $4\pi R^2\sigma-\tfrac43\pi R^3g$. The derivative $8\pi R\sigma-4\pi R^2g$ vanishes at $R=2\sigma/g$, and the barrier is
\begin{equation}
F_{\rm thin}=\frac{16\pi\sigma^3}{g^2}-\frac{32\pi\sigma^3}{3g^2}
=\frac{16\pi\sigma^3}{3g^2}.
\label{thin}
\end{equation}
For the plug this is 2.98 eV. Without the thin-wall assumption, the critical nucleus obeys
\begin{equation}
\kappa\left(c''+\frac2r c'\right)=f'(c),\qquad c'(0)=0,\quad c(\infty)=0 .
\end{equation}
Its numerical solution has a barrier of 1.80 eV, which is 46 times the thermal energy of 0.0388 eV at 450 K.

For uniform conversion, (\ref{barrier}) with $u=0.6$ gives
\begin{equation}
B=\frac{3\,(0.4)^3\,(3.6)}{48}=0.0144\ \text{eV/nm}^3 .
\end{equation}
Multiplied by the plug volume of 6283 nm$^3$, this is 90.5 eV. At the same $g$ and temperature, nucleation is therefore the far easier path. The two barriers would be equal in a volume of $1.80/0.0144=125$ nm$^3$, about a cube of 5 nm edge. This is a rough marker, because the nucleus was computed in unbounded material. If the walls favour neither state, an eighth of the nucleus fits in a corner at 0.225 eV, and the same comparison gives an edge of only 2.5 nm. The nucleus does not fit in so small a cube, where the corner path costs about 0.20 eV. The uniform state $c^*$ is stable against the longest ripple $\cos(\pi x/L)$ only if $f''(c^*)+\kappa(\pi/L)^2>0$; with $f''(c^*)=-1.92$ eV/nm$^3$ this means $L<2.2$ nm.

A flat electrode that favours neither state imposes zero normal slope on $c$. Half of the spherical nucleus, cut through its centre, satisfies this condition, and its barrier is half as large: 0.90 eV, if the edges of the plug are far away. If the side wall is neutral too, roughly a quarter of the nucleus fits at the rim where it meets the electrode, and the barrier there is about 0.42 eV, a little below $1.80/4=0.45$ eV because the side wall is curved, and about 11 times the thermal energy. The barrier of the plug thus depends strongly on its surfaces.

\subsection{The model beside a real cell}

The inputs are rough values for an amorphous material that crystallizes without change of composition; no particular compound is meant. The field $E_c$ is 17 times a rough threshold-switching field of 0.5 MV/cm, above which the amorphous material already conducts, so it could not be held across a real plug. Real cells are set by current pulses that heat the material, which (\ref{field}) does not describe. The assumption of uniformity also matters strongly: dropping it lowers the calculated barrier of the plug from 90.5 eV to 1.80 eV in the interior, and further at neutral surfaces.

Three other effects can be sized.

\emph{Heating.} Let $g_0$ fall linearly to zero at a rough melting temperature of 900 K, with $W$ fixed. Heating from 450 to 550 K lowers it to $0.6\times350/450=0.467$ eV/nm$^3$, further from the limit. The nucleus barrier rises from 1.80 to 3.80 eV, or from 46 to 80 times the thermal energy. On cooling, the same law gives $g_0=0.8$ eV/nm$^3$ at 300 K, with a nucleus barrier of only 0.47 eV, and it reaches $W/3$ at 150 K. Real amorphous layers behave the other way: they keep their state when cold and crystallize when heated, because atomic motion is slow at low temperature. That is a matter of rates, which the free energy does not contain, so these barriers do not predict the retention or switching time of a cell.

\emph{Clamping.} Suppose that conversion would strain a film by $e_0c$, with $e_0=0.02$, while its in-plane size is fixed and its top is free. The two in-plane stresses are each $Me_0c$ in magnitude, where $M=50$ GPa is the biaxial modulus. The stored energy is $Me_0^2c^2$, with $Me_0^2=0.125$ eV/nm$^3$. It adds $2Me_0^2$ to $f''(0)$, which now vanishes at $g=(W+Me_0^2)/3=1.04$ eV/nm$^3$. There the cubic coefficient of $f$, $2g-2W$, is negative, so the barrier is indeed gone. Since now $f'(1)=2Me_0^2>0$, the descent ends at $c=0.98$ and not at $c=1$. The limit has moved by 4\%, but the barriers at $g_0$ move much more: the uniform one rises from 0.0144 to 0.0201 eV/nm$^3$, and with the same term applied locally the nucleus barrier rises from 1.80 to 2.54 eV.

\emph{Thermal fluctuations.} The ripple energy defines a correlation length $\xi=\sqrt{\kappa/f''(0)}=\sqrt{0.96/2.4}=0.63$ nm. In a sphere of this radius and volume $v$, the harmonic energy of a uniform deviation is $vf''(0)c^2/2$. Equipartition gives a root-mean-square $c$ of $\sqrt{k_BT/(vf''(0))}=0.12$. The gradient energy can only reduce it, so within the harmonic model this is an upper bound for the sphere average. With the gradient energy included, the variance of the average over a sphere of radius $\xi$ is smaller by the factor $1-6e^{-2}=0.188$, which gives a spread of 0.053, about a quarter of $c^*=0.20$.

\section{Comparison}

For the plug's $W$, the estimate (\ref{est}) and the exact barrier (\ref{barrier}) compare as follows, in eV/nm$^3$:
\begin{center}
\begin{tabular}{ccc}
$g$ & $B_{\rm est}$ & $B$\\
0 & 0.1875 & 0.1875\\
0.3 & 0.0375 & 0.0707\\
0.6 & $-0.1125$ & 0.0144\\
0.9 & $-0.2625$ & 0.0002
\end{tabular}
\end{center}
The estimate has the right scale, $W$, and the right initial slope. Indeed, to first order in $u$,
\begin{equation}
(1-u)^3(3+u)\simeq3-8u,\qquad
B\simeq\frac W{16}-\frac{Wu}{6}=\frac W{16}-\frac g2 .
\end{equation}
It fails at larger tilt because the top does not stay at $c=1/2$. At the estimated limit $g=W/8$ we have $u=3/8$, and the top is at $c^*=5/16$. The midpoint is then level with the insulating state, but a barrier of $0.017W$ remains on the way to it. The exact limit is larger than the estimate by the factor $(W/3)/(W/8)=8/3$. For the plug this changes the answer in kind: at $g_0=0.6$ eV/nm$^3$ the insulating state is still metastable. This conclusion depends on the chosen $h(c)$: with the linear tilt $-gc$ the limit is 0.577 eV/nm$^3$, and the same plug would have no barrier.

The thin-wall formula (\ref{thin}) is a scaling estimate of a similar sort, and it errs the other way. At $u=0.6$ the numerical barrier is 0.60 of the thin-wall value. The radius $2\sigma/g$ is 1.3 nm, while the flat wall takes $2\ell\ln9=1.8$ nm to go from $c=0.1$ to $c=0.9$, so the wall is not thin. The numerical nucleus reaches only $c=0.74$ at its centre. At $u=0.2$ the radius is 4 nm and the ratio rises to 0.96.

Near the limit (\ref{thin}) fails completely, since it stays finite at $g=W/3$. Put $\delta=1-u\ll1$. For small $c$, (\ref{f}) becomes $f\simeq W(\delta c^2-\tfrac43c^3)$. With $c=\delta y$ and $r=\ell s/\sqrt\delta$, the local and gradient energy densities both scale as $W\delta^3$, and the volume scales as $\ell^3\delta^{-3/2}$. Hence
\begin{equation}
F\propto W\ell^3(1-u)^{3/2}.
\end{equation}
The numerical barriers at $\delta=0.002$ and $0.0005$ give an exponent of 1.501. The nucleation barrier thus vanishes at the same $g$ as the homogeneous one, but for $0<g<W/3$ nucleation offers a path of finite cost however large the sample. That cost grows as $1/g^2$ when $g\to0$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
W = 3.00 eV/nm^3
kappa = 0.96 eV/nm
driving energy g0 = 0.60 eV/nm^3
temperature = 450 K, kT = 0.0388 eV
melting temperature, rough = 900 K
plug thickness = 20 nm, diameter = 20 nm
plug volume = 6283 nm^3
limit W/3 = 1.0000 eV/nm^3 = 0.001000 eV/A^3
limit found by bisection = 1.00000 eV/nm^3
limit for linear tilt = 0.5774 eV/nm^3
barrier at g = 0.0 eV/nm^3: 0.187500 eV/nm^3
barrier at g = 0.3 eV/nm^3: 0.070744 eV/nm^3
barrier at g = 0.6 eV/nm^3: 0.014400 eV/nm^3
barrier at g = 0.9 eV/nm^3: 0.000244 eV/nm^3
barrier at g = 1.0 eV/nm^3: 0.000000 eV/nm^3
reduced tilt u at g0 = 0.60
barrier position c* at g0 = 0.200
curvature at c=0 for g0 = 2.400 eV/nm^3
seed 0.01, g = 0.32 W, final c = 0.0000
seed 0.01, g = W/3, final c = 1.0000
seed 0.01, g = 0.34 W, final c = 1.0000
uniform barrier of whole plug = 90.5 eV
wall length = 0.400 nm
wall energy = 0.400 eV/nm^2
nucleus barrier, numerical = 1.800 eV
nucleus barrier / kT = 46.4
c at nucleus center = 0.742
nucleus barrier, sharp wall = 2.979 eV
numerical/sharp ratio at u=0.6: 0.604
numerical/sharp ratio at u=0.2: 0.961
nucleus exponent near limit = 1.501
equal-barrier volume = 125 nm^3
relative permittivity, insulating = 15
relative permittivity, conducting = 35
missing driving energy = 0.400 eV/nm^3
field removing barrier = 8.51 MV/cm
voltage removing barrier = 17.0 V
threshold field, rough = 0.5 MV/cm
field gain at threshold = 0.00138 eV/nm^3
Young modulus = 35 GPa, Poisson = 0.3
biaxial modulus = 50.0 GPa, strain = 0.020
clamping energy = 0.125 eV/nm^3
limit with clamping = 1.042 eV/nm^3
correlation length = 0.632 nm
thermal spread of c, upper bound = 0.123
g after heating by 100 K = 0.467 eV/nm^3
\end{verbatim}
